# Why a Kohn-Sham hole state can pass for a minimum

## Definitions and conventions

Hartree atomic units are used. A collinear Kohn-Sham determinant has \(N_\uparrow\) occupied spin-up and \(N_\downarrow\) occupied spin-down orbitals. Indices \(i,j\) denote occupied orbitals and \(a,b\) empty ones. The energy is

\[
E=\sum_{i}\langle\phi_i|h|\phi_i\rangle+E_{\rm Hxc}[n_\uparrow,n_\downarrow],
\]

where \(h\) is the kinetic energy plus a real external potential, and \(E_{\rm Hxc}\) is the Hartree plus exchange-correlation energy. The functional is semilocal: its exchange-correlation part depends on the spin densities and their gradients, with no exact exchange and no dependence on currents. Spin-orbit coupling and magnetic fields are absent.

The Kohn-Sham operator of spin \(\sigma\) is \(F_\sigma=h+v_\sigma\), with \(v_\sigma=\delta E_{\rm Hxc}/\delta n_\sigma\). At a self-consistent solution \(F_\sigma\phi_p=\varepsilon_p\phi_p\), and the orbitals are chosen real. A hole is an empty level \(a\) below an occupied level \(i\) of the same spin, so that

\[
\Delta=\varepsilon_a-\varepsilon_i<0 .
\]

A minimum means a local minimum of \(E\). The question has no answer until the set of allowed variations is named: real determinants, complex determinants, or fractional occupations.

## The belief and its appeal

The belief is that a semilocal solution with a hole can be a true minimum. The case for it is reasonable. Level energies are not total energies: when an electron moves into the hole, the density changes and the levels move with it. The interaction may charge more for the move than the level difference pays back. One can even compute the second derivatives of the energy for all rotations of the real orbitals and find every one positive.

Each of these statements can be true. What fails is the step from real determinants to all determinants.

## Second-order energy of a general rotation

Mix occupied and empty orbitals of equal spin by a unitary transformation \(e^X\), with \(X_{ai}=z_{ai}\), \(X_{ia}=-z_{ai}^*\) and all other elements zero. Since \((X^2)_{ji}=-\sum_a z_{aj}^*z_{ai}\), the occupied orbitals become, to second order,

\[
\phi_i'=\phi_i+\sum_a z_{ai}\phi_a-\frac12\sum_{ja}z_{aj}^*z_{ai}\phi_j .
\]

The one-particle density matrix is \(\gamma=\sum_i|\phi_i'\rangle\langle\phi_i'|\). Its first- and second-order changes are

\[
\gamma_1=\sum_{ai}\left(z_{ai}|\phi_a\rangle\langle\phi_i|+z_{ai}^*|\phi_i\rangle\langle\phi_a|\right),
\]

\[
\gamma_2=\sum_{iab}z_{ai}z_{bi}^*|\phi_a\rangle\langle\phi_b|
-\sum_{ija}z_{ai}z_{aj}^*|\phi_j\rangle\langle\phi_i| .
\]

In the last sum, the factor \(\tfrac12\) has gone because the term and its Hermitian conjugate are equal after \(i\) and \(j\) are exchanged.

The one-body energy is linear in \(\gamma\), and \(E_{\rm Hxc}\) is expanded in the density. With \(n_1\) the first-order density change,

\[
E-E_0={\rm Tr}\,F(\gamma_1+\gamma_2)+\frac12\iint n_1\,f\,n_1 ,
\qquad f=\frac{\delta^2E_{\rm Hxc}}{\delta n\,\delta n'} .
\]

Spin labels are understood, and for a gradient functional \(f\) includes derivatives acting on \(n_1\). Because \(F\) is diagonal in the orbitals, \({\rm Tr}\,F\gamma_1=0\). In the second-order term only \(a=b\) and \(i=j\) survive:

\[
{\rm Tr}\,F\gamma_2=\sum_{ai}|z_{ai}|^2(\varepsilon_a-\varepsilon_i).
\]

The first-order density is the diagonal of \(\gamma_1\) in position space. For real orbitals,

\[
n_1=\sum_{ai}(z_{ai}+z_{ai}^*)\phi_i\phi_a=2\sum_{ai}{\rm Re}(z_{ai})\,\phi_i\phi_a .
\]

Write \(z=x+iy\), and let \(K_{ia,jb}=\iint\phi_i\phi_a\,f\,\phi_j\phi_b\). The two factors of 2 in \(n_1\) and the prefactor \(\tfrac12\) give \(2K\), so

\[
E-E_0=x^T(A+B)x+y^T(A-B)y,
\]

\[
A+B={\rm diag}(\varepsilon_a-\varepsilon_i)+2K,\qquad
A-B={\rm diag}(\varepsilon_a-\varepsilon_i).
\]

These are the usual stability matrices, with \(A={\rm diag}(\varepsilon_a-\varepsilon_i)+K\) and \(B=K\). The interaction enters the curvature for real rotations only, and it stabilizes them only where \(K\) is positive. An imaginary rotation leaves the density unchanged at first order, so the interaction has nothing to resist with at second order. The eigenvalues of \(A-B\) are the level differences themselves, and each pair with an empty level below an occupied one contributes a negative eigenvalue.

## The same descent with fractional occupations

For a single pair, the result can be followed to finite angle. Replace \(\phi_i\) by \(\cos\theta\,\phi_i+i\sin\theta\,\phi_a\), where the \(i\) before the sine is the imaginary unit. This orbital is normalized and stays orthogonal to the other occupied ones. Its density is

\[
|\cos\theta\,\phi_i+i\sin\theta\,\phi_a|^2=\cos^2\theta\,\phi_i^2+\sin^2\theta\,\phi_a^2 ,
\]

because the cross terms \(+i\) and \(-i\) times \(\sin\theta\cos\theta\,\phi_i\phi_a\) cancel. The cross terms of \(h\) cancel in the same way, since \(h_{ia}=h_{ai}\) for real orbitals. With \(s=\sin^2\theta\), the density and the one-body energy are those of an ensemble with occupations \(1-s\) in \(\phi_i\) and \(s\) in \(\phi_a\). The two energies therefore agree at every angle, and

\[
\left.\frac{dE}{ds}\right|_{s=0}=h_{aa}-h_{ii}+\int v_\sigma(\phi_a^2-\phi_i^2)=\varepsilon_a-\varepsilon_i=\Delta .
\]

For small angles \(s\approx\theta^2\). In terms of the angle, the hole state is a stationary point with negative curvature. In terms of the occupation, it is not stationary at all: the energy has a negative slope in the one direction open to it, \(s\ge0\).

If the orbitals are allowed to relax at each transferred amount \(f\), the slope keeps its form. A change \(\delta\phi_k\) of an orbital with occupation \(o_k\) adds \(o_k\,2{\rm Re}\langle\delta\phi_k|F|\phi_k\rangle=o_k\varepsilon_k\,\delta\langle\phi_k|\phi_k\rangle=0\), because the norm is fixed. Only the explicit change of the occupations remains:

\[
\frac{dE}{df}=\varepsilon_a(f)-\varepsilon_i(f).
\]

This is Janak's theorem applied to a transfer. The objection that the levels move is correct, but it concerns later parts of the path. At \(f=0\) they have not yet moved, and the first small transfer lowers the energy.

## A real minimum that is not a minimum

A small model shows both faces of such a state. Two electrons of equal spin move on a line in the potential

\[
v(x)=-3e^{-x^2}-2e^{-(x-2.5)^2}-2e^{-(x+2.5)^2}.
\]

They repel through \(1/\sqrt{1+(x-x')^2}\), and the exchange energy is a model local functional, \(-0.4\int n^2/(1+n)\,dx\). The equations are solved on 161 equally spaced points from \(-8\) to 8 bohr, with a three-point formula for the kinetic energy. Levels are numbered from zero. Levels 0 and 2 are kept filled, and the density is kept even in \(x\) during the iterations. An even density gives an even potential, whose orbitals again give an even density, so the result is an ordinary self-consistent solution.

Level 1 lies at \(-0.495\) hartree and level 2 at \(-0.410\) hartree. Hence

\[
\Delta=-0.495-(-0.410)=-0.085\ \text{hartree}.
\]

For this pair \(K=0.189\) hartree, and the real rotation has the coefficient

\[
\Delta+2K=-0.085+0.378=0.293\ \text{hartree}.
\]

Orbital 1 is odd and orbital 2 even, so their product is odd, and at first order a real mixture moves charge from one side to the other. Parity alone fixes neither the size nor the sign of \(K\). The exchange kernel, \(-0.8/(1+n)^3\), contributes negatively to a diagonal \(K\), so the computed positive value shows that here the repulsion outweighs it. The imaginary mixture keeps the density even.

One pair does not decide the matter, because rotations can combine. Diagonalizing the full \(A+B\), with all 318 occupied-empty pairs on the grid, gives a lowest eigenvalue of 0.223 hartree. The hole state is thus a strict local minimum among real determinants of the model. The matrix \(A-B\) has one negative eigenvalue, \(-0.085\) hartree.

The energy along the two rotations of orbital 2 into orbital 1, with the orbitals frozen, is as follows.

| Angle | Real path (hartree) | Complex path (hartree) |
|---:|---:|---:|
| 0° | 0.000 | 0.000 |
| 15° | 0.018 | −0.006 |
| 45° | 0.050 | −0.042 |
| 75° | −0.056 | −0.080 |
| 90° | −0.085 | −0.085 |

At 15°, \(s=0.067\), and the leading term \(s\Delta=0.067\times(-0.085)=-0.006\) hartree accounts for the complex entry. The paths meet at 90°, where the orbitals differ by a factor \(i\) that has no effect on the energy. Between the ends, the real path climbs to 0.055 hartree above its start. The complex path starts downhill and reaches the same end.

This also explains how a self-consistent calculation can fail to notice. The operator \(F\) depends on the orbitals only through the density, so it is real whether the orbitals are real or complex, and its eigenvectors can be taken real. An iteration that takes its new orbitals as these real eigenvectors never tries the imaginary rotation along which the energy falls. If the occupations are held fixed instead of being reassigned to the lowest levels at each step, it can converge to a hole state. In this model plain density mixing also needs the density to be kept even. An odd density change \(c\,\phi_1\phi_2\) gives a potential with matrix element \(cK\) between the two orbitals, which rotates orbital 2 toward orbital 1 by \(-cK/\Delta\) and returns, within this pair, the density change \(-(2K/\Delta)\,c\,\phi_1\phi_2\). The factor \(-2K/\Delta\) is about 4.5, so simple density mixing amplifies an odd disturbance and leaves the hole state, although that state is a minimum among real determinants. An accelerated scheme such as Anderson mixing can still converge to the hole state from a small odd disturbance.

## A hole in the cobalt atom

The second example is a free cobalt atom in the configuration \(3d^74s^2\), computed with the PBE functional in the def2-SVP basis, without relativity, on an integration grid of 60 radial and 302 angular points. The last digits of the levels and gaps quoted below can depend on this grid. The basis matters far more: def2-SVP is small, and the numbers below illustrate the argument without being converged values for cobalt. In the def2-TZVP and def2-QZVP bases the hole persists, but the gap \(\Delta\) doubles to about \(-0.040\) hartree (\(-1.1\) eV), while \(K\) changes from \(-0.0039\) to \(-0.0043\) hartree. The majority channel has five \(3d\) electrons and one \(4s\) electron. The minority channel has one \(4s\) electron and two \(3d\) electrons, in the \(z^2\) and \(x^2-y^2\) orbitals. Fixed occupation numbers for each mirror symmetry hold this configuration in place.

In the minority channel, the occupied \(4s\) level lies at \(-0.1783\) hartree and the empty \(3d_{xy}\) level at \(-0.1986\) hartree. Therefore

\[
\Delta=-0.1986+0.1783=-0.0203\ \text{hartree}=-0.55\ \text{eV}.
\]

Evaluating the energy of a complex determinant with \(s=2\times10^{-4}\) gives \((E-E_0)/s=-0.0202\) hartree, close to \(\Delta\) as the derivation requires. The corresponding real rotation gives \(-0.0280\) hartree. Half the difference is \(K=-0.0039\) hartree. The Hartree part of a diagonal \(K\) is the electrostatic self-energy of the charge distribution \(\phi_i\phi_a\) and cannot be negative, so here the exchange-correlation part outweighs it.

Cobalt therefore differs from the model. This hole state is not a minimum even among real determinants. In this calculation the imposed symmetry forbids \(4s\) and \(3d_{xy}\) to mix, and the occupations are held fixed. The symmetry is not essential: a self-consistent iteration seeks stationary points, not minima, and with the occupations tied to the same orbitals it can converge to the hole state even when the mixing is allowed.

Next, \(f\) electrons are moved from \(4s\) to \(3d_{xy}\), with the orbitals relaxed at each step.

| \(f\) | \(E-E_0\) (hartree) | \(\varepsilon_{xy}-\varepsilon_{4s}\) (hartree) |
|---:|---:|---:|
| 0.0 | 0.00000 | −0.02027 |
| 0.1 | −0.00146 | −0.00898 |
| 0.2 | −0.00179 | 0.00240 |
| 0.3 | −0.00098 | 0.01387 |
| 0.4 | 0.00099 | 0.02547 |

The energy falls at first, as it must. The \(3d_{xy}\) level rises relative to \(4s\) as it fills, and linear interpolation puts the crossing at

\[
f\approx0.1+0.1\,\frac{0.00898}{0.00898+0.00240}=0.18 .
\]

Beyond the crossing the energy rises, and at \(f=0.4\) it is 0.001 hartree above the start. The slope formula accounts for this value. Boole's rule, a five-point integration formula, applied to the last column gives

\[
\frac{2(0.1)}{45}\left[7(-0.02027+0.02547)+32(-0.00898+0.01387)+12(0.00240)\right]=0.00099\ \text{hartree}.
\]

In this basis the gain is about 0.0018 hartree, or 0.05 eV, far less than the initial gap of 0.55 eV might suggest. The crossing and the gain depend strongly on the basis: in def2-TZVP the energy has fallen by 0.010 hartree at \(f=0.35\), and the \(3d_{xy}\) level still lies 0.018 hartree below \(4s\). A hole guarantees a first step downhill. It does not guarantee that moving a whole electron lowers the energy, and \(\Delta\) is a slope, not an energy gain.

At the crossing, the two levels are equal. Any combination of the two orbitals is then an eigenfunction of the same \(F\), including \(\sqrt{1-f}\,\phi_{4s}+i\sqrt f\,\phi_{xy}\). This orbital has the density of the fractional occupations, so the complex determinant with integer occupations is itself self-consistent. The lowest point along this transfer is not thereby a minimum in every direction; other rotations were not examined there.

## Where the argument stops

The hole and the occupied level must have the same spin. If they do not, the rotation used here cannot connect them, and a state may be a minimum at fixed \(N_\uparrow\) and \(N_\downarrow\) despite the hole. The slope formula for fractional occupations still holds for a transfer between the channels, so the energy falls if the two electron numbers are allowed to vary.

The gap must be nonzero. If \(\Delta=0\), the leading term vanishes and higher terms decide.

The functional must not see the first-order change of the density matrix when the density itself is unchanged. For an imaginary rotation by a small angle \(\theta\) this change is

\[
\gamma_1(\mathbf r,\mathbf r')=i\theta\left[\phi_a(\mathbf r)\phi_i(\mathbf r')-\phi_i(\mathbf r)\phi_a(\mathbf r')\right].
\]

It vanishes at \(\mathbf r=\mathbf r'\) but not elsewhere. Exact exchange depends on it, and so can a functional of the current. For such functionals \(A-B\) acquires further terms, and this proof does not apply as it stands.

Within these conditions, a positive \(A+B\) establishes a minimum among real determinants. A minimum among complex determinants also requires that no empty level lie below an occupied level of the same spin, which can be read from the list of levels.
